# How long does low-pressure oxygen take to deliver one monolayer?

**Question**

I have a 50 nm amorphous In-Ga-Zn-O film in a vacuum chamber with oxygen gas at $10^{-4}$ Pa and 300 K. The exercise asks how long the gas needs to deliver $10^{15}$ oxygen atoms per square centimetre if the sticking is "dissociative with unit probability".

I divided $10^{15}$ by the impingement rate of O₂ and got 3.7 s. A friend put the mass of an oxygen atom into the same rate, counted two atoms per hit, and got 1.3 s. Which is right, and where does the rate formula come from? Also, may I conclude that the film has a full layer of new oxygen after that time, or that its oxygen vacancies are filled?

**Answer**

Neither number is right. The particles that fly are molecules, so the rate needs the molecular mass. The particles you are asked to count are atoms, so each hit counts twice. You missed the second point and your friend missed the first.

**The rate at which molecules hit the surface**

Take an ideal gas with pressure $p$, temperature $T$ and molecular mass $m$. Its number density is $n=p/(kT)$. Let $v$ be the velocity component towards the surface. In equilibrium it has the Maxwell distribution

$$g(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/(2kT)} .$$

In a short time $dt$, a molecule with $v>0$ reaches an area $A$ if it starts inside a column of depth $v\,dt$ on that area. The column has volume $Av\,dt$ and holds $nAv\,dt\,g(v)\,dv$ molecules with velocity between $v$ and $v+dv$. Divide by $A\,dt$ and add up all velocities directed at the surface:

$$J=n\int_0^\infty v\,g(v)\,dv .$$

With $a=m/(2kT)$, the integral needed is

$$\int_0^\infty v\,e^{-av^2}dv=\left[-\frac{e^{-av^2}}{2a}\right]_0^\infty=\frac{1}{2a}=\frac{kT}{m}.$$

Therefore

$$J=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .$$

Now insert $n=p/(kT)$:

$$J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .$$

Here $p$ and $T$ belong to the gas in the chamber. If the film sits on a heater but the arriving molecules come from walls at 300 K, then $T$ is still 300 K.

**From molecules to atoms**

Unit dissociative sticking means that every O₂ molecule that hits the surface splits and both atoms stay, whatever is already there. The atom flux is then $2J$. For a dose of $N$ atoms per unit area at constant pressure,

$$t_0=\frac{N}{2J}=\frac{N\sqrt{2\pi mkT}}{2p}.$$

**The numbers**

The mass of O₂ is $m=5.3134\times10^{-26}$ kg, and $kT=4.1419\times10^{-21}$ J at 300 K. So

$$\sqrt{2\pi mkT}=3.7186\times10^{-23}\ \text{kg m/s},$$

$$J=\frac{10^{-4}\ \text{Pa}}{3.7186\times10^{-23}\ \text{kg m/s}}=2.689\times10^{18}\ \text{m}^{-2}\text{s}^{-1}.$$

The atom flux is twice this, $5.378\times10^{18}\ \text{m}^{-2}\text{s}^{-1}$, or $5.378\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}$. The dose is $N=10^{19}\ \text{m}^{-2}$, which gives

$$t_0=\frac{10^{19}\ \text{m}^{-2}}{5.378\times10^{18}\ \text{m}^{-2}\text{s}^{-1}}=1.86\ \text{s},$$

or about 2 s. Your 3.7 s is $2t_0$. Your friend halved the mass under the square root, which gives $t_0/\sqrt2=1.3$ s.

The formula also shows that the exposure $p\,t_0=N\sqrt{2\pi mkT}/2$ does not depend on pressure. Here it is $1.86\times10^{-4}$ Pa s, or 1.39 langmuir. At ten times the pressure the same dose takes a tenth of the time. If the gas itself were at 600 K and the same pressure, the time would rise by $\sqrt2$ to 2.63 s: the molecules are faster, but at fixed pressure there are fewer of them. Here the pressure must be that of the hot gas itself. When molecules rarely collide, a 600 K zone joined by an opening to a 300 K region settles where the two fluxes match, so $p/\sqrt T$ is equal on both sides; with $10^{-4}$ Pa on the cold side the time stays 1.86 s.

**Does this give a full layer?**

Not necessarily. Even if every atom stays, atoms that land at random and do not move pile up on some sites and miss others. With $M$ atoms on $M$ sites, a given site is missed with probability $(1-1/M)^M\approx1/e$ for large $M$, so only about 63 % of the sites are covered. If oxygen already on the surface blocks later arrivals instead, some atoms do not stay at all. For simplicity, suppose the surface has as many sites per unit area as the dose has atoms, $N$; a real oxide surface may have somewhat more or fewer. A fraction $\theta$ of the sites is filled, and a molecule sticks if two sites chosen at random are both empty. In this mean-field model the chance of that is $(1-\theta)^2$. The number of filled sites per unit area is $N\theta$, so

$$N\frac{d\theta}{dt}=2J(1-\theta)^2
\quad\Longrightarrow\quad
\frac{d\theta}{dt}=\frac{(1-\theta)^2}{t_0},$$

because $2J/N=1/t_0$. Separate the variables and start from an empty surface:

$$\frac{t}{t_0}=\int_0^\theta\frac{d\theta'}{(1-\theta')^2}=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta}.$$

Solving for the coverage gives

$$\theta=\frac{t/t_0}{1+t/t_0}.$$

For $t\ll t_0$ this is $\theta\approx t/t_0$, the unblocked result. At $t=t_0$ the coverage is one half: the gas has delivered enough atoms for a full layer, but half of them found no place. For 90 % coverage you need $t/t_0=0.9/0.1=9$, or 16.7 s. A simulation with 100 000 explicit sites, filled by this random-pair rule, gives coverages of 0.500 at $t_0$ and 0.900 at $9t_0$.

If the two sites had to be neighbours and the atoms could not move, the coverage would follow a different curve, and random filling of a large surface would stop short of a full layer. An empty site with all its neighbours filled could then never be used.

A low sticking probability can also lengthen the time greatly. If a fraction $s$ of the hits succeeds, independent of coverage, the atom flux that stays is $2sJ$ and the time is $t_0/s$. For an illustrative $s=10^{-3}$ this is 1859 s, about half an hour.

**Is there enough gas in the chamber?**

At this pressure the question is a serious one. First write $J$ in terms of the mean speed $\bar v$. Speeds are distributed as $v^2e^{-av^2}$, where $v$ now means the speed, so

$$\bar v=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .$$

Hence $\bar v/4=\sqrt{kT/(2\pi m)}$ and $J=n\bar v/4$. A film of area $A$ removes $AJ=Cn$ molecules per second, with $C=A\bar v/4$. It acts as a pump of speed $C$. For $A=1\ \text{cm}^2$ and $\bar v=445.5$ m/s, $C=11.14$ litre/s.

Suppose you fill a chamber of volume $V$ to density $n_0$ and seal it, and the walls neither take up nor release gas. Then

$$V\frac{dn}{dt}=-Cn\quad\Longrightarrow\quad n=n_0e^{-Ct/V}.$$

The gas has lost $n_0V(1-e^{-Ct/V})$ molecules by time $t$. Each brought two atoms to the area $A$, so the dose $N$ is reached when

$$\frac{2n_0V}{A}\left(1-e^{-Ct/V}\right)=N
\quad\Longrightarrow\quad
t=-\frac{V}{C}\ln\!\left(1-\frac{NA}{2n_0V}\right).$$

A 30 litre chamber holds $2n_0V/A=1.449\times10^{15}$ atoms per square centimetre of film, only about 1.4 times the dose. With $V/C=2.69$ s, the time is $-2.69\ \text{s}\times\ln(1-1/1.449)\approx3.2$ s, well above $t_0$. If $NA\ge2n_0V$, the dose is never reached. If $NA\ll2n_0V$, then $-\ln(1-x)\approx x$ gives $t\approx NA/(2n_0C)=N/(2J)=t_0$, as it should.

Now let gas flow in steadily while a pump of speed $S$ runs. Before the film is exposed, the inlet flow balances the pump and equals $Sp$, in pressure times volume per second. With the film exposed and the same inlet flow, the pressure settles at $p'$, where

$$Sp=(S+C)p'\quad\Longrightarrow\quad p'=\frac{S}{S+C}\,p .$$

For $S=300$ litre/s the pressure falls by 3.6 %, and the time becomes $t_0(1+C/S)=1.93$ s. This takes the lower pressure from the start; the pressure needs about $V/(S+C)\approx0.1$ s to settle, which shortens the time slightly, to 1.925 s. A controller that restores the pressure would bring it back to $t_0$.

**Do collisions in the gas matter?**

They could if molecules had to diffuse to the film through gas that it has already depleted. To check, compare the mean free path with the chamber. The difference of two independent Maxwell velocities has twice the variance of one, so the mean relative speed is $\sqrt2\,\bar v$. For molecules of diameter $d$, the collision rate is $n\pi d^2\sqrt2\,\bar v$, and the mean free path is

$$\lambda=\frac{\bar v}{n\pi d^2\sqrt2\,\bar v}=\frac{kT}{\sqrt2\,\pi d^2p}.$$

With a rough $d=0.36$ nm this is about 72 m, far longer than the chamber. Molecules reach the film from the walls almost without collisions, so diffusion does not limit the arriving flux. The gas right at the film is still thinner, with about half the density found far away (at heights small against the film's width and away from its edges), because an absorbing film sends no molecules back. This does not change $J$, which counts only the molecules flying towards the film.

**Are the vacancies filled?**

Spread evenly through 50 nm, the dose would match a vacancy density of

$$\frac{10^{19}\ \text{m}^{-2}}{50\times10^{-9}\ \text{m}}=2\times10^{26}\ \text{m}^{-3}=2\times10^{20}\ \text{cm}^{-3}.$$

That is a supply limit. To fill vacancies inside the film, the atoms must also move in. Take thermally activated hops with an attempt rate $\nu=10^{13}\ \text{s}^{-1}$ and a barrier $E=1$ eV, both rough assumptions. Here $T$ is the temperature of the film, taken as 300 K. For an atom present during the whole of $t_0$, the expected number of hops is

$$\nu\,e^{-E/(kT)}\,t_0\approx3\times10^{-4}.$$

With this barrier and a film at 300 K, almost all the oxygen is still at the surface after 2 s. On a film heated to 400 K, the same formula already gives about 5 hops in that time. The estimate also depends exponentially on $E$. At 300 K, the statement that almost no atom has hopped holds only if nearly all barriers are about 0.9 eV or more, and the estimate does not predict a diffusion rate. An amorphous film has a range of barriers, and atoms at the lowest ones move first. At 0.8 eV, with the same attempt rate, the expected number of hops is already about 0.7. A few hops still leave an atom within about a nanometre of the surface. In a three-dimensional random walk with hop length $\ell$, one hop in three is along the depth, so after $h$ hops the root-mean-square depth is about $\ell\sqrt{h/3}$. With a rough $\ell=0.3$ nm, 5 hops give about 0.4 nm, while 50 nm needs $h=3(50/0.3)^2\approx8\times10^4$. To make that many hops within $t_0$ at 300 K, the barriers along the whole path would have to be about 0.5 eV or less.

**How this compares with a real process**

The film thickness, chamber volume and pump speed are rough typical laboratory values. A pressure of $10^{-4}$ Pa suits controlled dosing in vacuum. It is low for sputter deposition, where the total pressure is roughly a few tenths of a pascal and oxygen is often a small part of it. The assumption most open to doubt is unit sticking on an oxide that already holds much oxygen; the example with $s=10^{-3}$ lengthens the time a thousandfold. Residual water also competes for the surface. At a rough water pressure of $10^{-5}$ Pa, the ratio of water to oxygen hits is the pressure ratio times $\sqrt{m_{\text{O}_2}/m_{\text{H}_2\text{O}}}$, or 0.13.

So 1.86 s is the time for the gas to deliver the atoms. If the gas arrives equally from all directions and its pressure is held at $10^{-4}$ Pa, a flat film cannot take up this dose from O₂ at 300 K any faster, but it may take much longer. A gas inlet aimed at the film from a few centimetres away adds a direct beam, which this formula leaves out and which can shorten the time. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Pressure: 1.0e-04 Pa
Gas temperature: 300 K
Dose: 1.0e+19 atoms/m^2 = 1.0e+15 atoms/cm^2
Boltzmann constant: 1.380649e-23 J/K
Mass of O2 molecule: 5.3134e-26 kg
Thermal energy kT: 4.1419e-21 J
Number density: 2.4143e+16 1/m^3
Mean speed: 445.5 m/s
sqrt(2 pi m k T): 3.7186e-23 kg m/s
Molecular flux: 2.6892e+18 1/(m^2 s) = 2.689e+14 1/(cm^2 s)
Atom flux: 5.3784e+18 1/(m^2 s) = 5.378e+14 1/(cm^2 s)
Delivery time t0: 1.859 s
Delivery time, simulated arrivals: 1.849 s
Time if the factor 2 is forgotten: 3.719 s
Time if atomic mass is wrongly used: 1.315 s
Exposure p*t0: 1.859e-04 Pa s = 1.39 langmuir
Time at sticking 1e-03: 1859 s
Blocked coverage at t0: 0.500 (simulated 0.500)
Blocked coverage at 9 t0: 0.900 (simulated 0.900)
Time 9 t0: 16.7 s
Film area: 1.0 cm^2
Chamber volume: 30 litre
Pump speed: 300 litre/s
Pumping speed of the film: 11.14 litre/s
Atoms in sealed chamber per film area: 1.449e+15 1/cm^2
Time in sealed chamber: 3.157 s (integrated 3.157 s)
Pressure drop with pump and inlet: 3.58 percent
Time with pump and inlet: 1.928 s (integrated 1.925 s)
Molecular diameter: 0.36 nm
Mean free path: 71.9 m
Time with gas at 600 K, same pressure: 2.629 s
Water pressure: 1.0e-05 Pa
Water-to-oxygen molecular flux ratio: 0.133
Film thickness: 50 nm
Vacancy density matched by the dose: 2.00e+20 1/cm^3
Hop barrier: 1.0 eV
Attempt rate: 1.0e+13 1/s
Expected hops per atom during t0: 2.95e-04
```
